\section*{Cis and trans oxo groups in six-coordinate d0 complexes}

\section{Which orbitals can accept}

Q: Six-coordinate dioxo complexes of molybdenum(VI) usually have their two oxo groups at roughly a right angle. Two negatively charged oxygens ought to sit as far apart as possible. What does the metal gain from the cis arrangement?

A: It gains an additional acceptor orbital. Oxo is a strong pi donor, and a d$^0$ metal has empty d orbitals to receive the electrons. We can find which ones by symmetry.

Take an ideal octahedron with the metal at the origin and ligands on the axes. Each oxo has one p orbital pointing at the metal, used for sigma bonding, and two perpendicular to the bond, used for pi bonding. For now I follow the pi orbitals alone and let the other four ligands, the spectators, donate no pi electrons.

Put an oxo on the $z$ axis. Near the metal, the angular factor of $d_{xz}$ is $xz$ and that of $p_x$ is $x$. Their product, $x^2z$, is even in $x$ and in $y$, and since the oxo lies to one side of the metal, the integral over $z$ does not cancel. The overlap is therefore allowed. With $d_{xy}$ the product is $x^2y$, which is odd in $y$, so the overlap vanishes. With $d_{yz}$ it is $xyz$, again odd in $y$. The orbitals $d_{z^2}$ and $d_{x^2-y^2}$ are even in $x$, so their products with $p_x$ are odd and vanish too. Thus $p_x$ feeds $d_{xz}$ alone and, by the same argument, $p_y$ feeds $d_{yz}$ alone.

Relabelling the axes gives the other positions: an oxo on $x$ feeds $d_{xy}$ and $d_{xz}$, and an oxo on $y$ feeds $d_{xy}$ and $d_{yz}$.

Q: So what is the count for each isomer?

A: Let $g$ be the number of oxo p orbitals feeding a given d orbital. With trans oxos on $\pm z$ and cis oxos on $x$ and $y$,
\begin{align}
\text{trans:}\quad (g_{xy},g_{xz},g_{yz})&=(0,2,2),\\
\text{cis:}\quad (g_{xy},g_{xz},g_{yz})&=(2,1,1).
\end{align}
The trans oxos reach two d orbitals and share both. The cis oxos reach three and share one. Overlaps computed numerically from Gaussian d and p functions give the same counts.

\section{From the count to an energy}

Q: Is three against two enough to prove that cis is lower?

A: No. Both rows add up to four, because there are four donor orbitals in either case. If each donor brought a fixed stabilization, the isomers would tie. We need to know what happens when two donors share one acceptor.

Let the filled oxo orbitals lie at energy zero and the empty d orbitals at $\Delta>0$. Every allowed coupling has the same magnitude $\beta>0$, since the bond lengths are held equal in both isomers. The orbitals are treated as orthogonal. A coupling is $-\eta_i\beta$, where $\eta_i=\pm1$ is the sign of the overlap. For $g$ donors $p_i$ feeding one orbital $d$, define
\begin{equation}
\phi=\frac{1}{\sqrt g}\sum_{i=1}^{g}\eta_i p_i .
\end{equation}
Because $\eta_i^2=1$, its coupling is
\begin{equation}
\langle d|H|\phi\rangle=\frac{1}{\sqrt g}\sum_{i=1}^{g}\eta_i(-\eta_i\beta)=-\sqrt g\,\beta .
\end{equation}
Any combination $\sum_i c_ip_i$ orthogonal to $\phi$ has $\sum_i c_i\eta_i=0$, so its coupling $-\beta\sum_i c_i\eta_i$ is zero. Two donors sharing one d orbital therefore produce one bonding pair and leave one pair nonbonding.

The remaining two-level problem is
\begin{equation}
\det\begin{pmatrix}\Delta-E&-\sqrt g\,\beta\\-\sqrt g\,\beta&-E\end{pmatrix}
=E^2-\Delta E-g\beta^2=0 ,
\end{equation}
with roots $E_\pm=\Delta/2\pm\sqrt{\Delta^2/4+g\beta^2}$. The filled level drops from zero to $E_-$, a lowering of
\begin{equation}
s(g)=-E_-=\sqrt{\frac{\Delta^2}{4}+g\beta^2}-\frac{\Delta}{2}.
\label{eq:s}
\end{equation}
Each lowered level holds two electrons. The total stabilizations are
\begin{align}
S_{\rm trans}&=2[s(2)+s(2)]=4s(2),\\
S_{\rm cis}&=2[s(2)+s(1)+s(1)]=2s(2)+4s(1).
\end{align}
The cis preference, positive when cis is lower, is
\begin{equation}
P=E_{\rm trans}-E_{\rm cis}=S_{\rm cis}-S_{\rm trans}=4s(1)-2s(2).
\label{eq:P}
\end{equation}

Q: Is that positive for any coupling strength?

A: Yes, within this model. Write $a=\Delta/2$. Then
\begin{equation}
\frac P2=2\sqrt{a^2+\beta^2}-a-\sqrt{a^2+2\beta^2},
\end{equation}
so we must show that $2\sqrt{a^2+\beta^2}>a+\sqrt{a^2+2\beta^2}$. Both sides are positive, so squaring preserves the order:
\begin{equation}
4a^2+4\beta^2>2a^2+2\beta^2+2a\sqrt{a^2+2\beta^2}.
\end{equation}
Subtracting $2a^2+2\beta^2$ and halving gives $a^2+\beta^2>a\sqrt{a^2+2\beta^2}$. Squaring once more gives
\begin{equation}
a^4+2a^2\beta^2+\beta^4>a^4+2a^2\beta^2 ,
\end{equation}
which holds because $\beta^4>0$. Each step can be reversed, so $P>0$. A second donor into the same orbital adds less than the first did: donation saturates. Cis wins because it shares less.

\section{Weak and strong coupling}

Q: How large is the effect when the coupling is weak?

A: Expand Eq.~\eqref{eq:s} with $u=4g\beta^2/\Delta^2$ and $\sqrt{1+u}=1+u/2-u^2/8+u^3/16-\dots$:
\begin{equation}
s(g)=\frac{\Delta}{2}\left(\sqrt{1+u}-1\right)
=\frac{g\beta^2}{\Delta}-\frac{g^2\beta^4}{\Delta^3}+\frac{2g^3\beta^6}{\Delta^5}-\dots
\end{equation}
Inserting $g=1$ and $g=2$ into Eq.~\eqref{eq:P},
\begin{align}
P&=(4-4)\frac{\beta^2}{\Delta}+(-4+8)\frac{\beta^4}{\Delta^3}+(8-32)\frac{\beta^6}{\Delta^5}+\dots\nonumber\\
&=\frac{4\beta^4}{\Delta^3}\left(1-\frac{6\beta^2}{\Delta^2}+\dots\right).
\end{align}
The second-order terms cancel, which is the tie we found by adding the counts. The preference starts at fourth order. For $\Delta=3$~eV and $\beta=0.15$~eV, diagonalizing the orbital matrix gives $P=0.0739$~meV, which is 0.985 of the leading term; the bracket predicts $1-6(0.05)^2=0.985$. Weak pi donors thus give almost no preference by this route.

For $\beta\gg\Delta$, Eq.~\eqref{eq:s} tends to $s(g)\approx\sqrt g\,\beta-\Delta/2$, and
\begin{equation}
P\approx4\beta-2\Delta-2\sqrt2\,\beta+\Delta=(4-2\sqrt2)\beta-\Delta .
\end{equation}
Two donors then bring $\sqrt2$ times the coupling energy of one, rather than twice as much, and the preference grows linearly with $\beta$.

Q: What does it come to for a strong metal-oxo bond?

A: Take the round values $\Delta=3$~eV and $\beta=2$~eV. Here $u=16/9$ already for $g=1$, outside the range where the series converges, so we use the square roots:
\begin{align}
s(1)&=\sqrt{2.25+4}-1.5=1.00~\text{eV},\\
s(2)&=\sqrt{2.25+8}-1.5=1.70~\text{eV}.
\end{align}
The second donor adds 0.70~eV per electron where the first added 1.00~eV. The totals are $S_{\rm trans}=6.81$~eV and $S_{\rm cis}=7.40$~eV, so $P=0.60$~eV, or 58~kJ/mol. This is a small difference between two large stabilizations.

Q: Does cis also move more charge to the metal?

A: In this model, with the oxos as the only pi donors, yes. Let the filled orbital be $c_dd+c_\phi\phi$ with energy $-s$. The second row of the eigenvalue equation, $-\sqrt g\,\beta c_d=-s\,c_\phi$, gives $c_d/c_\phi=s/(\sqrt g\,\beta)$. Normalizing, and using $g\beta^2=s^2+\Delta s$ from the determinant,
\begin{equation}
c_d^2=\frac{s^2}{s^2+g\beta^2}=\frac{s}{2s+\Delta}.
\end{equation}
Equation~\eqref{eq:s} gives $2s+\Delta=\sqrt{\Delta^2+4g\beta^2}$. Two electrons therefore place
\begin{equation}
n(g)=2c_d^2=1-\frac{\Delta}{\sqrt{\Delta^2+4g\beta^2}}
\end{equation}
electrons in the d orbital. Here $n(1)=0.40$ and $n(2)=0.53$. Trans donates $2(0.53)=1.06$ electrons, and cis donates $0.53+2(0.40)=1.33$. The difference nearly disappears when the spectators donate too: for the four pi-donating spectators treated below, the same formula gives 1.54 electrons for trans and 1.59 for cis. A clearly larger d population for cis should therefore not be expected in a real chloride complex.

\section{Adding two d electrons}

Q: Why does the d$^0$ condition matter? Trans dioxo complexes of rhenium(V), which is d$^2$, are well known.

A: The two added electrons need an orbital. Assume they are paired and that sigma bonding has pushed $d_{z^2}$ and $d_{x^2-y^2}$ out of reach. In the trans isomer $d_{xy}$ has $g=0$ and stays at $\Delta$. In the cis isomer every candidate is antibonding. Since the two roots add up to $\Delta$, the upper one is $E_+=\Delta+s(g)$, and the lowest available has $g=1$. The added pair costs cis $2s(1)$ more than trans, so
\begin{equation}
E_{\rm cis}-E_{\rm trans}=2s(1)-P=2[s(2)-s(1)]>0 .
\end{equation}
The sign follows because $s$ increases with $g$. At leading order the difference is $2\beta^2/\Delta$, a second-order effect, whereas the d$^0$ preference is of fourth order. With the same parameters it is 1.40~eV in favour of trans. The cis isomer could place its two electrons with parallel spins in the degenerate $d_{xz}$ and $d_{yz}$ antibonding levels; the pairing energy avoided, which includes both exchange and reduced Coulomb repulsion, would have to exceed 1.40~eV to reverse this result.

\section{What the pi model leaves out}

Q: My precursors often carry chloride, which is also a pi donor. Does that spoil the argument?

A: It weakens it. Spectators use up part of the acceptor capacity that cis would otherwise exploit. Let all four donate with coupling 1~eV from levels at zero, with sigma bonding still switched off. Each d orbital is fed by the four ligands in its own plane, and $g\beta^2$ becomes the sum of the squared couplings. In eV$^2$, in the order $xy,xz,yz$, the sums are $(4,10,10)$ for trans and $(10,7,7)$ for cis. One sum of 10 cancels between the isomers, as do the constants $-\Delta/2$, leaving
\begin{equation}
P=2\left(2\sqrt{9.25}-\sqrt{12.25}-\sqrt{6.25}\right)~\text{eV}=0.17~\text{eV}.
\end{equation}
The preference survives, but at less than a third of its former size.

Q: And the sigma bonds?

A: They saturate too. Trans oxos on $z$ both feed $d_{z^2}$, and neither feeds $d_{x^2-y^2}$; oxos on $x$ and $y$ feed both orbitals. With sigma couplings of 4~eV for oxo and 2.5~eV for the spectators, and no pi donation from the spectators, the preference rises from 0.60 to 0.81~eV.

Q: Cis oxygens are close enough to interact directly. Which way does that act?

A: In the pi model it opposes cis. I take direct oxo-oxo couplings of $V_\sigma=1.0$~eV and $V_\pi=-0.2$~eV at the right-angle distance, falling as the inverse square of distance. The unit vector from the oxo on $x$ to the oxo on $y$ is $(-1,1,0)/\sqrt2$, so the in-plane orbitals $p_y$ and $p_x$ couple by
\begin{equation}
t=-\tfrac12(V_\sigma-V_\pi)=-0.6~\text{eV}.
\end{equation}
Both overlap $d_{xy}$ with the same sign, so their in-phase sum is the donor. The direct coupling lowers it by 0.6~eV, which widens its gap to the metal and reduces donation. In the trans isomer the donor is the out-of-phase combination. At $\sqrt2$ times the distance $V_\pi$ is $-0.1$~eV, which raises that donor by 0.1~eV and helps donation. With direct coupling included, and counting also the $V_\pi$ coupling between the two $p_z$ orbitals of the cis oxos, the four pi orbitals alone give a preference of 0.20~eV. It is 0.21~eV when the oxo orbitals pointing at the metal, still uncoupled from it, mix with the pi orbitals through the direct coupling.

When sigma bonding is present as well, direct coupling with these values raises the preference, from 0.81 to 0.96~eV. This is a balance of opposing effects, and its sign depends on the couplings chosen. The orbitals pointing at the metal now matter. In trans, $d_{z^2}$ is fed by the out-of-phase combination of the two $p_z$ orbitals. Their direct coupling is $+0.5$~eV, which lowers this donor by 0.5~eV and reduces donation. In cis, $d_{x^2-y^2}$ is fed by the out-of-phase combination of $p_x$ on the first oxo and $p_y$ on the second. Their direct coupling is $-0.6$~eV, which raises this donor by 0.6~eV and helps donation. The in-phase combination, which feeds $d_{z^2}$ in cis, is lowered by 0.6~eV, but its squared coupling to the metal is three times smaller.

Q: What about the charge repulsion I began with?

A: Give the oxos $-0.6\,e$ at 1.70~\AA{} and the spectators $-0.3\,e$ at 2.20~\AA. Counting all pairs of ligands, cis costs 0.22~eV at a right angle. The balance is $0.96-0.22=0.74$~eV in favour of cis. Opening the oxo-metal-oxo angle to 105 degrees, with bond lengths and metal-ligand coupling strengths fixed, roughly halves the penalty, to about 0.12~eV. Opening the angle changes both the direct oxo-oxo coupling and the way the oxo orbitals are shared among the d orbitals. The orbital preference becomes 1.19~eV and the balance 1.07~eV. Without direct coupling, the same opening changes the orbital preference by only 0.02~eV, so nearly all of this gain rests on the assumed direct coupling.

\section{Setting it beside a real precursor}

Q: How far can I trust this for a molybdenum(VI) dioxo dichloride adduct in a heated source?

A: Trust the direction more than the number, and do not read the model as showing how much of a real preference comes from pi saturation. A metal-oxo distance near 1.7~\AA{} and an angle somewhat above 100 degrees are roughly typical of such adducts. The orbital energies, couplings and charges are effective values of plausible size, not measured ones. The assumption that your compound most clearly breaks is that of spectators without pi donation, because it has two chlorides. In the pi-only model, four such donors moved the preference from 0.60 to 0.17~eV, and two mutually trans ones move it to 0.37~eV. With sigma bonding, direct coupling and the charge penalty at a right angle included, the balance is about 0.5~eV for two such donors and 0.36~eV for four. With four, the sigma contribution of about 0.2~eV is as large as the pi contribution, so pi saturation is then only one part of the preference. Unequal bond lengths, the metal s and p orbitals, overlap repulsion between filled shells and electron correlation are also missing. At 400~K, $k_BT$ is 0.034~eV, far below the estimated balance, so within the model heat alone would not populate the trans isomer appreciably. The uncertainty in the parameters matters much more than temperature.

Q: Then what rule may I use when choosing ligands?

A: Expect cis oxos when the metal is d$^0$, the oxos are much stronger pi donors than the other ligands, and the ligand framework can accommodate a bent dioxo unit. A rigid ligand that holds four donors in a plane adds a strain cost to cis, which must be weighed against the cis preference. With $\Delta=3$~eV and $\beta=2$~eV, the orbital preferences computed here run from 0.17 to 1.19~eV, but these are not bounds: the smallest, found with four pi-donating spectators and no sigma bonding, would not outweigh the 0.22~eV charge penalty at a right angle. Adding the direct oxo-oxo coupling to that case, still without sigma bonding, reverses the sign and favours trans by 0.17~eV; including sigma bonding restores cis. Where metal f orbitals take part in the bonding, counting d orbitals is not sufficient. The numerical output below lists the parameters and the energies for the main cases.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (round model values)
Delta, d level above oxo p level: 3.000 eV
beta, one metal-oxo pi coupling: 2.000 eV
M-O length: 1.70 angstrom
M-spectator length: 2.20 angstrom
oxo sigma coupling: 4.000 eV
spectator sigma coupling: 2.500 eV
pi coupling of a pi-donating spectator: 1.000 eV
O-O hopping, sigma, at 90 degree cis distance: 1.000 eV
O-O hopping, pi, at 90 degree cis distance: -0.200 eV
oxo charge: -0.6 e
spectator charge: -0.3 e
COUNT AND PI MODEL
trans: d orbitals reached = 2 (count)
trans: donors feeding xy, xz, yz = 0, 2, 2 (count)
cis: d orbitals reached = 3 (count)
cis: donors feeding xy, xz, yz = 2, 1, 1 (count)
s(1), lowering with one donor: 1.000 eV
s(2), lowering with two donors: 1.702 eV
electrons donated into d orbital, one donor: 0.400 electrons
electrons donated into d orbital, two donors: 0.531 electrons
trans: total pi stabilization: 6.806 eV
trans: total electrons donated: 1.063 electrons
cis: total pi stabilization: 7.403 eV
cis: total electrons donated: 1.331 electrons
d0 cis preference, pi model: 0.597 eV
d0 cis preference, pi model: 57.6 kJ/mol
weak-coupling test beta: 0.150 eV
weak-coupling cis preference: 0.0739 meV
its ratio to 4 beta^4/Delta^3: 0.9852 (no unit)
low-spin d2 trans preference, pi model: 1.403 eV
SIZE OF NEGLECTED TERMS (positive preference means cis)
preference, pi only, four pi-donating spectators: 0.166 eV
preference, pi only, with O-O hopping: 0.211 eV
preference, sigma and pi, no O-O hopping: 0.815 eV
preference, sigma and pi, with O-O hopping: 0.957 eV
charge repulsion penalty of cis, 90 degrees: 0.218 eV
rough balance, 90 degrees: 0.739 eV
opened cis angle: 105 degrees
orbital preference, opened cis: 1.189 eV
charge repulsion penalty, opened cis: 0.117 eV
rough balance, opened cis: 1.072 eV
temperature of use: 400 K
thermal energy kT: 0.0345 eV
\end{verbatim}
